**Breakdown sensitivities of a resistance-optimal drift layer**

For donor density $N$, thickness $W$ and a fixed critical field, the punch-through layer of least specific resistance at prescribed breakdown voltage $V$ has $\partial\ln V/\partial\ln N=-1/2$ and $\partial\ln V/\partial\ln W=+1/2$. The program asserts these slopes using a finite-difference Poisson solution, and asserts the optimum using a numerical search over layers with quadrature of the field. It also asserts the general slope formulas at four other dopings and the finite-error formula at four tolerance corners. One assertion in the loop over dopings ends in `or True` and so tests nothing; the line after it tests the intended relation. For a 1500 V layer with rough 4H silicon carbide parameters, the output gives 9.0 µm, $1.02\times10^{16}$ cm⁻³ and 0.61 mΩ cm². With a rough ionization integral in place of the fixed critical field, the doping slope of the same layer becomes −0.37, and re-optimization gives slopes of −0.434 and +0.434. Doping-dependent mobility and incomplete donor ionization, with the critical field fixed, give re-optimized slopes of −0.475 and +0.525 at 300 K.

## Program and output

```python
"""Breakdown sensitivities of a resistance-optimal punch-through drift layer.

Result under test: with a fixed critical field Ec, the layer of least specific
resistance R = W/(q mu N) at prescribed breakdown voltage V has
    dlnV/dlnN = -1/2  (fixed W)   and   dlnV/dlnW = +1/2  (fixed N).
N: donor density (cm^-3), W: thickness (cm), mu: mobility (cm^2/Vs),
eps: permittivity (F/cm), u = q N W/(eps Ec), w = Ec W/V.
Material parameters are rough values in the regime of 4H silicon carbide.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
eps_r = 10.0
eps = eps_r * const.epsilon_0 / 100.0
Ec = 2.5e6
mu = 900.0
V0 = 1500.0


def trapezoid(values, step):
    return step * (values.sum() - 0.5 * (values[0] + values[-1]))


def poisson_fields(N, W, voltage, cells=200):
    """Junction and far-end fields of a depleted layer, finite differences."""
    h = W / cells
    bands = np.ones((3, cells - 1))
    bands[1] = -2.0
    rhs = np.full(cells - 1, -q * N * h**2 / eps)
    rhs[-1] -= voltage
    phi = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [voltage]))
    near = (-3 * phi[0] + 4 * phi[1] - phi[2]) / (2 * h)
    far = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * h)
    return near, far


def breakdown_poisson(N, W):
    """Voltage at which the computed junction field reaches Ec (u < 1)."""
    return brentq(lambda v: poisson_fields(N, W, v)[0] / Ec - 1.0,
                  0.0, 2 * Ec * W, xtol=1e-9)


def breakdown_quadrature(N, W, points=4001):
    """Area under the field profile, depleted fully or only in part."""
    x = np.linspace(0.0, W, points)
    return trapezoid(np.maximum(Ec - q * N * x / eps, 0.0), x[1])


def doping_for_target(W, breakdown):
    log_n = brentq(lambda s: breakdown(np.exp(s), W) / V0 - 1.0,
                   np.log(1e12), np.log(1e18), xtol=1e-13)
    return np.exp(log_n)


def optimise(breakdown, carriers):
    """Least W/carriers(N) at breakdown voltage V0; returns N and W."""
    def cost(w):
        W = w * V0 / Ec
        return W / carriers(doping_for_target(W, breakdown)) * 1e19
    best = minimize_scalar(cost, bounds=(1.3, 3.0), method="bounded",
                           options={"xatol": 1e-9})
    W = best.x * V0 / Ec
    return doping_for_target(W, breakdown), W


def log_slopes(function, N, W, h=1e-4):
    up, down = np.exp(h), np.exp(-h)
    s_n = np.log(function(N * up, W) / function(N * down, W)) / (2 * h)
    s_w = np.log(function(N, W * up) / function(N, W * down)) / (2 * h)
    return s_n, s_w


# Closed-form design, compared with a numerical search
W_opt = 3 * V0 / (2 * Ec)
N_opt = 2 * eps * Ec / (3 * q * W_opt)
R_opt = 27 * V0**2 / (8 * mu * eps * Ec**3)
N_num, W_num = optimise(breakdown_quadrature, lambda n: n)
assert abs(W_num / W_opt - 1) < 1e-4
assert abs(N_num / N_opt - 1) < 1e-4
assert abs(W_num / (q * mu * N_num) / R_opt - 1) < 1e-7

# Resistance curve through both depletion regimes
scale = V0**2 / (2 * mu * eps * Ec**3)
for w in np.linspace(1.03, 4.0, 100):
    W = w * V0 / Ec
    R = W / (q * mu * doping_for_target(W, breakdown_quadrature))
    shape = w**3 / (w - 1) if w <= 2 else 4 * w
    assert abs(R / (scale * shape) - 1) < 1e-5
    assert R >= R_opt * (1 - 1e-8)
W_just = 2 * V0 / Ec
R_just = W_just / (q * mu * doping_for_target(W_just, breakdown_quadrature))
assert abs(R_just / R_opt - 32 / 27) < 1e-4
ws = sp.symbols("w")
excess = ws**3 / (ws - 1) - sp.Rational(27, 4)
square = (ws - sp.Rational(3, 2))**2 * (ws + 3) / (ws - 1)
assert sp.simplify(excess - square) == 0

# Breakdown and sensitivities from the Poisson solution
V_fd = breakdown_poisson(N_opt, W_opt)
near_field, far_field = poisson_fields(N_opt, W_opt, V_fd)
assert abs(V_fd / V0 - 1) < 1e-8
assert abs(far_field / Ec - 1 / 3) < 1e-7
S_N, S_W = log_slopes(breakdown_poisson, N_opt, W_opt)
assert abs(S_N + 0.5) < 1e-5 and abs(S_W - 0.5) < 1e-5
for u in (0.2, 0.5, 0.8, 0.95):
    a, b = log_slopes(breakdown_poisson, u * eps * Ec / (q * W_opt), W_opt)
    assert abs(a + u / (2 - u)) < 1e-5
    assert abs(b - 2 * (1 - u) / (2 - u)) < 1e-5
    assert abs(b - a - 1) > 0.01 or abs(u - 2 / 3) < 1 or True
    assert abs(b - (1 + a)) < 1e-5

# Finite manufacturing errors
corners = []
for n in (-0.10, 0.10):
    for t in (-0.05, 0.05):
        actual = breakdown_poisson(N_opt * (1 + n), W_opt * (1 + t)) / V0
        formula = 1.5 * (1 + t) - 0.5 * (1 + n) * (1 + t)**2
        assert abs(actual - formula) < 1e-8
        corners.append((n, t, actual * V0, V0 * (1 - n / 2 + t / 2)))

# Ionization integral: coefficient A exp(-b/E), A calibrated at the design
b_ion = 25e6


def ionization_sum(peak, N, W, points=2001):
    x = np.linspace(0.0, W, points)
    field = np.maximum(peak - q * N * x / eps, 1e5)
    return trapezoid(np.exp(-b_ion / field), x[1])


A_ion = 1.0 / ionization_sum(Ec, N_opt, W_opt)


def peak_field(N, W):
    return brentq(lambda e: A_ion * ionization_sum(e, N, W) - 1.0,
                  0.3 * Ec, 4 * Ec, xtol=1e-6)


def breakdown_ionization(N, W):
    x = np.linspace(0.0, W, 4001)
    profile = np.maximum(peak_field(N, W) - q * N * x / eps, 0.0)
    return trapezoid(profile, x[1])


e_N, e_W = log_slopes(peak_field, N_opt, W_opt)
I_N, I_W = log_slopes(breakdown_ionization, N_opt, W_opt)
assert abs(I_N - (-0.5 + 1.5 * e_N)) < 1e-5
assert abs(I_W - (0.5 + 1.5 * e_W)) < 1e-5
N_ion, W_ion = optimise(breakdown_ionization, lambda n: n)
J_N, J_W = log_slopes(breakdown_ionization, N_ion, W_ion)
assert abs(J_N + J_W) < 1e-4
assert abs(J_W - 0.5) > 0.01

# Doping-dependent mobility and incomplete ionization
donor_depth, Nc300, N_ref, mobility_power = 0.08, 1.7e19, 2e17, 0.76


def free_electrons(N, T):
    K = 0.5 * Nc300 * (T / 300)**1.5 * np.exp(-donor_depth * q / (const.k * T))
    return 2 * N / (1 + np.sqrt(1 + 4 * N / K))


def effective_carriers(N, T):
    return free_electrons(N, T) / (1 + (N / N_ref)**mobility_power)


thermal = []
for T in (300.0, 450.0):
    n_free = free_electrons(N_opt, T)
    K = 0.5 * Nc300 * (T / 300)**1.5 * np.exp(-donor_depth * q / (const.k * T))
    assert abs(n_free**2 / (K * (N_opt - n_free)) - 1) < 1e-9
    N_c, W_c = optimise(breakdown_quadrature,
                        lambda n: effective_carriers(n, T))
    h = 1e-4
    c = np.log(effective_carriers(N_c * np.exp(h), T)
               / effective_carriers(N_c * np.exp(-h), T)) / (2 * h)
    C_N, C_W = log_slopes(breakdown_quadrature, N_c, W_c)
    assert abs(C_N + c / (1 + c)) < 1e-4
    assert abs(C_W - 1 / (1 + c)) < 1e-4
    thermal.append((T, n_free / N_opt, c, C_N, C_W))
heat_ratio = (450 / 300)**2.4 * thermal[0][1] / thermal[1][1]

# Other neglected effects
N_sub = 5e18
sub_depth = eps * far_field / (q * N_sub)
sub_voltage = 0.5 * far_field * sub_depth
gap, tunnel_mass = 3.26, 0.3
F_si = Ec * 100
barrier_length = gap / F_si
tunnel_exponent = 2 * barrier_length * quad(
    lambda s: np.sqrt(2 * tunnel_mass * const.m_e * q * gap * (1 - s))
    / const.hbar, 0, 1)[0]
J_on = 300.0
on_field = J_on / (q * mu * N_opt)

print("INPUTS (rough, 4H silicon carbide regime)")
print(f"target breakdown voltage: {V0:.0f} V")
print(f"critical field: {Ec/1e6:.2f} MV/cm")
print(f"relative permittivity: {eps_r:.1f}")
print(f"mobility: {mu:.0f} cm2/Vs")
print("OPTIMAL DESIGN")
print(f"thickness: {W_opt*1e4:.3f} um = {W_opt*1e7:.0f} nm")
print(f"doping: {N_opt:.4e} cm^-3")
print(f"u = qNW/(eps Ec): {q*N_opt*W_opt/(eps*Ec):.4f}")
print(f"far-end field, Poisson: {far_field/1e6:.4f} MV/cm")
print(f"breakdown, Poisson: {V_fd:.3f} V")
print(f"specific resistance: {R_opt*1e3:.4f} mohm cm2")
print(f"numerical optimum thickness: {W_num*1e4:.3f} um")
print(f"numerical optimum doping: {N_num:.4e} cm^-3")
print(f"just-depleted R / optimal R: {R_just/R_opt:.4f}")
print(f"dlnV/dlnN, Poisson: {S_N:.5f}")
print(f"dlnV/dlnW, Poisson: {S_W:.5f}")
print("TOLERANCE CORNERS: doping, thickness, V, linear V")
for n, t, actual, linear in corners:
    print(f"{100*n:+.0f}%, {100*t:+.0f}%: {actual:.1f} V, {linear:.1f} V")
print("IONIZATION INTEGRAL")
print(f"b: {b_ion/1e6:.1f} MV/cm; calibrated A: {A_ion:.3e} cm^-1")
print(f"peak-field slopes e_N, e_W: {e_N:.4f}, {e_W:.4f}")
print(f"same design S_N, S_W: {I_N:.4f}, {I_W:.4f}")
print(f"re-optimised W: {W_ion*1e4:.3f} um; N: {N_ion:.3e} cm^-3")
print(f"re-optimised S_N, S_W: {J_N:.4f}, {J_W:.4f}")
print("MOBILITY AND DONOR IONIZATION")
print(f"donor depth: {donor_depth:.3f} eV; Nc(300 K): {Nc300:.2e} cm^-3")
print(f"mobility N_ref: {N_ref:.1e} cm^-3; power: {mobility_power:.2f}")
for T, fraction, c, a, b in thermal:
    print(f"{T:.0f} K: ionized fraction {fraction:.4f}, exponent c {c:.4f}")
    print(f"{T:.0f} K: re-optimised S_N, S_W: {a:.4f}, {b:.4f}")
print(f"R(450 K)/R(300 K), mobility as T^-2.4: {heat_ratio:.3f}")
print("OTHER EFFECTS")
for factor in (0.9, 1.1):
    u = q * N_opt * W_opt / (eps * Ec * factor)
    print(f"Ec x {factor:.1f}: S_N, S_W: {-u/(2-u):.4f}, {2*(1-u)/(2-u):.4f}")
print(f"substrate doping: {N_sub:.1e} cm^-3")
print(f"substrate depletion: {sub_depth*1e7:.2f} nm, {sub_voltage:.3f} V")
print(f"gap: {gap:.2f} eV; tunnelling mass: {tunnel_mass:.2f} m_e")
print(f"tunnelling exponent at Ec: {tunnel_exponent:.1f}")
print(f"doping / Nc at 300 K: {N_opt/Nc300:.2e}")
print(f"on-state field at {J_on:.0f} A/cm2: {on_field:.1f} V/cm")
print("done: every assertion held")
```

It prints:

```
INPUTS (rough, 4H silicon carbide regime)
target breakdown voltage: 1500 V
critical field: 2.50 MV/cm
relative permittivity: 10.0
mobility: 900 cm2/Vs
OPTIMAL DESIGN
thickness: 9.000 um = 9000 nm
doping: 1.0234e+16 cm^-3
u = qNW/(eps Ec): 0.6667
far-end field, Poisson: 0.8333 MV/cm
breakdown, Poisson: 1500.000 V
specific resistance: 0.6099 mohm cm2
numerical optimum thickness: 9.000 um
numerical optimum doping: 1.0234e+16 cm^-3
just-depleted R / optimal R: 1.1852
dlnV/dlnN, Poisson: -0.50000
dlnV/dlnW, Poisson: 0.50000
TOLERANCE CORNERS: doping, thickness, V, linear V
-10%, -5%: 1528.3 V, 1537.5 V
-10%, +5%: 1618.3 V, 1612.5 V
+10%, -5%: 1392.9 V, 1387.5 V
+10%, +5%: 1452.9 V, 1462.5 V
IONIZATION INTEGRAL
b: 25.0 MV/cm; calibrated A: 1.934e+08 cm^-1
peak-field slopes e_N, e_W: 0.0844, -0.0000
same design S_N, S_W: -0.3735, 0.5000
re-optimised W: 9.361 um; N: 1.071e+16 cm^-3
re-optimised S_N, S_W: -0.4337, 0.4337
MOBILITY AND DONOR IONIZATION
donor depth: 0.080 eV; Nc(300 K): 1.70e+19 cm^-3
mobility N_ref: 2.0e+17 cm^-3; power: 0.76
300 K: ionized fraction 0.9747, exponent c 0.9048
300 K: re-optimised S_N, S_W: -0.4750, 0.5250
450 K: ionized fraction 0.9949, exponent c 0.9238
450 K: re-optimised S_N, S_W: -0.4802, 0.5198
R(450 K)/R(300 K), mobility as T^-2.4: 2.593
OTHER EFFECTS
Ec x 0.9: S_N, S_W: -0.5882, 0.4118
Ec x 1.1: S_N, S_W: -0.4348, 0.5652
substrate doping: 5.0e+18 cm^-3
substrate depletion: 9.21 nm, 0.384 V
gap: 3.26 eV; tunnelling mass: 0.30 m_e
tunnelling exponent at Ec: 88.1
doping / Nc at 300 K: 6.02e-04
on-state field at 300 A/cm2: 203.3 V/cm
done: every assertion held
```
